Oxygen-reactive electrodes, seeded vacancies and the forming voltage of hafnia memories

**Q.** I replace an inert electrode on a hafnia memory cell by a metal that takes up oxygen, and the forming voltage drops. What does the metal do to the oxide before I apply any voltage?

**A.** It lowers the oxygen chemical potential μ, which I measure from half an O₂ molecule. Creating a vacancy and releasing its oxygen as half a molecule costs E_f. Passing that oxygen on to the electrode changes the cost to E_f + μ, and μ is negative.

Take the vacancies as neutral and non-interacting. An oxygen site then has two states, filled with weight 1 and vacant with weight x = exp[−(E_f + μ)/kT]. The vacant fraction is x/(1 + x), or

c = 1 / {1 + exp[(E_f + μ)/kT]}.

I use round model parameters, not a fit to hafnia: E_f = 6.0 eV, an anneal at 700 K, μ = −5.0 eV for the inert electrode and −5.8 eV for the reactive one. With kT = 0.0603 eV, the reactive case gives c = 1/[1 + exp(0.2/0.0603)] = 0.035. The inert case has 1.0 eV in place of 0.2 eV and gives 6 × 10⁻⁸. Its μ is a model value that is already strongly reducing, not one that an inert metal would impose. A higher μ would make the vacancies rarer still. I assume that these vacancies stay frozen in after the anneal.

The metal must have room for the oxygen. In a 5 nm film with 7 oxygen sites per cube of side 0.5 nm, it must absorb about 9.8 atoms per nm². If it saturates earlier, μ rises and the seeding stops short of this value.

**Q.** How do I turn a vacancy fraction into a statement about forming?

**A.** With a percolation model. Divide the oxide into cubic cells of side a = 0.5 nm, and call a cell defective if it holds at least one vacancy. A cell with g = 7 oxygen sites has no vacancy with probability (1 − c)^g, so the seeded defective fraction is

p = 1 − (1 − c)^g = 1 − 0.965⁷ ≈ 0.221.

The film has n = 10 cells through its thickness. A device of 100 nm × 100 nm has N = 200² = 40,000 columns. I say that it has formed when one straight column is wholly defective.

Let p_i be the seeded fraction in layer i, and let the voltage convert a fraction q of the cells that are still intact. The total defective fraction in that layer is

λ_i = p_i + (1 − p_i)q.

With independent cells, a given column is complete with probability ∏λ_i. No column is complete with probability (1 − ∏λ_i)^N, so the fraction of devices formed is

F = 1 − (1 − ∏λ_i)^N.

Setting F = 1/2 gives the condition for the median device:

∏λ_i = 1 − 2^(−1/N) ≡ λ_c^n.

For N = 40,000 the middle expression is close to (ln 2)/N = 1.73 × 10⁻⁵, and its tenth root is λ_c = 0.334.

The seeded value p = 0.221 depends sharply on the chosen energies. With E_f + μ = 0.30 eV instead of 0.20 eV it falls to 0.047, and at 0.17 eV it already reaches λ_c. The value μ = −5.8 eV also lies close to the limit, set by the heat of formation, below which hafnia is reduced to the metal. The example therefore represents heavy seeding.

**Q.** How many additional defects does the seeding save?

**A.** Suppose first that the seeds are random and uniform, as they are when the whole film reaches equilibrium with the electrode. All λ_i are then equal, and the median condition is λ = λ_c. The added defective fraction, counted over all cells, is

(1 − p)q = λ_c − p = 0.334 − 0.221 = 0.113.

Without seeds it is 0.334. The added number falls by 66%, while the total at forming is unchanged. Each seeded defect replaces one that the voltage would have had to create.

**Q.** Real filaments need not be straight. Does that spoil the one-for-one rule?

**A.** Not for uniform random seeds. After seeding and conversion, each cell is defective independently with probability λ. The arrangement carries no record of which defects came first, so any connectivity rule has its threshold at the same λ with or without seeds. The value of that threshold does depend on the rule.

A simulation shows this for winding paths. I took films of 10 × 16 × 16 cells and converted intact cells in random order until a cluster joined through cell faces connected top to bottom. The table gives medians over 300 films, with sampling errors of at most about 0.003. The mean seeded fraction is 0.15 in both seeded cases.

| Seeds | Added fraction | Total fraction |
|---|---:|---:|
| none | 0.299 | 0.299 |
| uniform | 0.147 | 0.298 |
| lowest three layers | 0.223 | 0.372 |

The uniform total is unchanged within the sampling error. Seeds crowded into the lowest three layers still help, but they save fewer added defects.

The threshold also depends on the device area. A 100 nm × 100 nm device offers many more winding paths than this small film, and its median threshold for joining through faces is only about 0.2. The seeded fraction of 0.221 would then make most devices conduct when fresh. The voltages and spreads below therefore apply to the straight-column rule, with its threshold of 0.334.

**Q.** My electrode sits on one side. Can crowding the vacancies near it ever save more than one for one?

**A.** Not in the straight-column model. The arithmetic mean of the λ_i is at least their geometric mean, and the median condition fixes the geometric mean at λ_c:

(1/n)Σλ_i ≥ (∏λ_i)^(1/n) = λ_c.

Subtract the mean seeded fraction p̄ from both sides. The left side becomes the mean added fraction:

(1/n)Σ(1 − p_i)q ≥ λ_c − p̄.

The saving is therefore at most p̄, with equality when all λ_i are equal. This bound assumes independent seeds with the same profile p_i in every column. It does not cover seeds crowded sideways into some of the columns.

The seeds do still help. Since λ_i = q + p_i(1 − q) ≥ q, the median condition requires q ≤ λ_c, and q < λ_c if any layer is seeded and q < 1. The mean added fraction cannot exceed q, so it is below the unseeded value.

As an example, keep p̄ = 0.221 but let the seeding decay exponentially with a decay length of four cells, from 0.53 in the first of the ten cells to 0.056 in the last. Solving the median condition numerically gives q = 0.171 and an added fraction of 0.133. The saving is 60% instead of 66%.

**Q.** If two thirds of the work is already done, should the forming voltage not fall by a similar share?

**A.** No, because the generation rate is exponential in the field. Let t be the insulating thickness and V/t the uniform field. I assume that an intact cell converts at the rate

G = ν exp[−(E_a − bV/t)/kT],

where ν is an attempt rate, E_a a barrier and b an effective dipole. For now, the seeds change neither the field nor this rate.

The intact share 1 − q decays at rate G. Its logarithm therefore defines an exposure H = −ln(1 − q), equal to the time integral of G. On a ramp with dV/dtime = R,

H = (ν/R) exp(−E_a/kT) ∫₀^V exp(V′/w) dV′, with w = kTt/b.

The integral is w[exp(V/w) − 1]. Writing H* = (νw/R) exp(−E_a/kT), I get H = H*[exp(V/w) − 1], and hence

V_F = w ln(1 + H/H*).

Take E_a = 2.6 eV, b = 2.5 e nm, ν = 10¹³ s⁻¹, R = 1 V/s and 300 K. Then w = 0.02585 × 5/2.5 V = 51.7 mV, and H* is about 10⁻³². The 1 inside the logarithm is negligible for the values of H used here.

Uniform seeding has a simple effect on H. A cell remains intact if it escapes both seeding and conversion, so 1 − λ_c = (1 − p)(1 − q). Taking minus the logarithm and rearranging gives

H_seeded = H_fresh + ln(1 − p),

with H_fresh = −ln(1 − λ_c) = 0.407. The seeds act as an exposure already served, and H_seeded = 0.157. The voltage drop is

ΔV = w ln(H_fresh/H_seeded) = 51.7 mV × ln(0.407/0.157) ≈ 49 mV.

The forming voltage goes from 3.76 V to 3.71 V, a reduction of 1.3%. The graded profile gives 40 mV. For weak seeding, ln(1 − p) ≈ −p, and the drop reduces to wp/H_fresh.

**Q.** Could heavier uniform seeding give me half a volt?

**A.** Formally yes, but not as a useful device. The exposure must fall by a factor exp(0.5/0.0517), about 16,000, which leaves q ≈ 2.6 × 10⁻⁵. The required seeding then satisfies

λ_c − p = (1 − p)q ≈ 1.7 × 10⁻⁵.

The seeded fraction must sit almost on the threshold. By the definition of λ_c, practically half of the devices then conduct when fresh. My medians include such devices.

**Q.** Then how could a reactive electrode produce a large reduction?

**A.** One route is a strongly reduced layer that conducts. It no longer supports a voltage, so the same applied voltage gives a larger field in the remaining oxide. This layer is a separate assumption: the dilute-vacancy formula above does not predict it.

Let m = 2 cells, or 1 nm, be fully defective and conducting. The insulating thickness falls from 5 nm to 4 nm, and eight cells per column remain to be converted:

q⁸ = λ_c¹⁰, so q = 0.254.

The median forming voltage becomes 3.00 V, a drop of 0.76 V. To separate the causes, first change the thickness at fixed H. Both w and H* shrink by the factor 0.8, so

V = 0.8 × 3.759 V + (0.8 × 0.0517 V) ln(1/0.8) ≈ 3.016 V.

This thickness part accounts for 743 mV. Lowering H to −ln(1 − 0.254) = 0.293 then removes

41.4 mV × ln(0.407/0.293) ≈ 14 mV.

Nearly all of the drop comes from the thinner insulating gap, and little from having fewer cells to convert.

A second route is a lower generation barrier, for example if the electrode makes it easier for oxygen to leave. Lowering E_a by δ multiplies H* by exp(δ/kT), so V_F falls by

wδ/kT = δt/b.

For δ = 0.1 eV this is 0.1 × 5/2.5 V = 0.20 V, four times the effect of the uniform seeds.

**Q.** Can I distinguish these two routes by varying the oxide thickness?

**A.** Within this model, yes. At fixed δ, the barrier contribution δt/b grows in proportion to t. A conducting layer of fixed thickness t_s removes roughly t_s times the forming field, here 1 nm × 3.76 V/5 nm ≈ 0.75 V. That field varies slowly with t, because t enters it through logarithms. The layer contribution is therefore nearly independent of oxide thickness. The comparison requires t_s and δ themselves to stay the same across the series, which should be established separately. It also leaves out any built-in voltage from the different work functions of the two metals. Such an offset adds to V, so it too shifts V_F by an amount independent of thickness and without broadening, and the series cannot tell it from a conducting layer.

**Q.** Does seeding leave any other mark that I could measure?

**A.** It changes the spread between devices. For rare complete columns, −ln(1 − F) ≈ N∏λ_i. The Weibull variable W = ln[−ln(1 − F)] is then ln N + Σ ln λ_i. Since dλ_i/dq = 1 − p_i, its slope against ln q is

β = Σ(1 − p_i)q/λ_i.

Without seeds each term is 1 and β = 10. With uniform seeds at the median,

β = n(λ_c − p)/λ_c = 10 × 0.113/0.334 ≈ 3.4.

A smaller slope means that a wider relative range of q separates early devices from late ones. Solving for the 5% and 95% quantiles and converting them to voltage gives a width of 26 mV without seeds and 83 mV with uniform seeds. The increase in spread exceeds the 49 mV shift of the median. In addition, a fraction 1 − (1 − p^n)^N = 1.1% of the seeded devices conduct when fresh.

The conducting layer behaves differently. It has β = 8, but w is also smaller by the factor 0.8, so w/β is unchanged. The width, 24 mV, stays close to the unseeded value. A lower barrier shifts every device by the same δt/b and so leaves the width unchanged. A large median shift with little broadening therefore points, in this model, to a thinner gap or a lower barrier rather than to uniform random seeds. The reverse does not hold, because these widths assume the same t_s and δ in every device. A change of only 0.05 nm in t_s moves V_F by nearly 40 mV, so a broad distribution does not exclude a conducting layer. If the distribution is narrow, the thickness series above can separate the thinner gap from the lower barrier. All these widths come from cell statistics alone. The unseeded 26 mV corresponds to a Weibull slope in voltage of about 600, much narrower than measured forming distributions usually are, so in real devices other variations can hide this signature.

**Q.** What would overturn the conclusion that the defect count matters so little?

**A.** Seeds that do more than occupy cells. If a vacancy speeds up generation beside it, concentrates the field, or carries enough current to heat its surroundings, then the rate G changes and the drop has to be calculated anew. It may be larger, but the same effects also help an unseeded device to form, so only the difference between the two counts. Charged vacancies would also alter both the seeding equilibrium and the field. None of these effects is in the model. Seeds crowded sideways, as along grain boundaries, would also change the result. Suppose 1% of the columns, 400 of them, have nine of their ten cells seeded. The mean seeded fraction is only 0.009, but (1 − q)⁴⁰⁰ = 1/2 gives q ≈ 0.0017 and a drop of 51.7 mV × ln(0.407/0.0017) ≈ 0.28 V. What the model does show is that a reduced defect count, with unchanged generation kinetics and field, is a weak lever on the forming voltage as long as the seeds are independent, spread evenly over the columns, and well below the percolation threshold.
